# Sign and Size of the Curvature Potential in a Bent Channel

## Problem

An electron moves in a layer of uniform thickness $d=2$ nm between two impenetrable walls. The layer is bent into an arc of a circular cylinder whose midline has radius $R=5$ nm. The effective mass is isotropic, $m=0.19\,m_0$, with $m_0$ the free-electron mass. By how much does bending shift the lowest subband edge, relative to a straight layer of the same thickness and mass? Is the shift attractive or repulsive, and would it matter in a silicon channel at room temperature?

Let $r$ be the distance from the cylinder axis, $q=r-R$ the distance from the midline, and $\varphi$ the angle along the arc. Motion parallel to the axis separates and is left out. The Hamiltonian is then

$$
H=-\frac{\hbar^2}{2m}\left[\frac{\partial^2}{\partial r^2}+\frac1r\frac{\partial}{\partial r}+\frac1{r^2}\frac{\partial^2}{\partial\varphi^2}\right],
\qquad \psi=0\ \text{at}\ q=\pm\frac d2 .
$$

In the straight layer the lowest transverse function is $\chi(q)=\sqrt{2/d}\,\cos(\pi q/d)$, with energy $E_1=\hbar^2\pi^2/(2md^2)$.

## A tempting solution

The subband edge has no motion along the arc, so the angular term vanishes. Because the layer is thin, it seems safe to replace $1/r$ by $1/R$:

$$
-\frac{\hbar^2}{2m}\left(\psi''+\frac1R\psi'\right)=E\psi .
$$

Here a prime means a derivative with respect to $q$. To remove the first derivative, set $\psi=e^{-q/2R}u$. Then

$$
\psi'=e^{-q/2R}\left(u'-\frac{u}{2R}\right),\qquad
\psi''=e^{-q/2R}\left(u''-\frac{u'}{R}+\frac{u}{4R^2}\right),
$$

and the terms in $u'$ cancel:

$$
\psi''+\frac1R\psi'=e^{-q/2R}\left(u''-\frac{u}{4R^2}\right).
$$

The walls still require $u=0$, so $E=E_1+\hbar^2/(8mR^2)$. With the numbers above this is a repulsive shift of $+2.005$ meV. It does not depend on $d$, which seems to confirm that the thin-layer approximation was harmless.

## Where it fails

The shift being sought is of order $1/R^2$, so every term of that order must be kept. The next term in the coefficient is

$$
\frac1r=\frac1{R+q}=\frac1R-\frac q{R^2}+\dots
$$

The discarded operator is $-(q/R^2)\,\partial_q$. Although $q$ is at most of order $d$, the derivative of the transverse function is of order $1/d$. The two factors of $d$ cancel, and the term stays of order $1/R^2$ however thin the layer is.

Its contribution follows from first-order perturbation theory. Integration by parts, with $\chi=0$ at the walls, gives

$$
\int\chi\,q\,\chi'\,dq=\frac12\int q\,(\chi^2)'\,dq=-\frac12\int\chi^2\,dq=-\frac12 .
$$

The missing energy is therefore

$$
-\frac{\hbar^2}{2m}\left(-\frac1{R^2}\right)\left(-\frac12\right)=-\frac{\hbar^2}{4mR^2}.
$$

The factor $e^{-q/2R}$ changes this result only at higher order in $1/R$. The omitted term is twice as large as the repulsive shift and has the opposite sign. Their sum is $-\hbar^2/(8mR^2)$: the magnitude was right and the sign was wrong.

## Solution without freezing the radius

The first derivative can be removed with the true coefficient $1/r$. Set $\psi=u/\sqrt r$, with primes now denoting derivatives with respect to $r$. Then

$$
r\psi'=r^{1/2}u'-\tfrac12r^{-1/2}u .
$$

Differentiating once more,

$$
(r\psi')'=r^{1/2}u''+\tfrac12r^{-1/2}u'-\tfrac12r^{-1/2}u'+\tfrac14r^{-3/2}u .
$$

The terms in $u'$ cancel. Multiplication by $\sqrt r/r$ gives

$$
\sqrt r\,\frac1r(r\psi')'=u''+\frac{u}{4r^2}.
$$

This substitution also gives the new function an ordinary norm, since $|\psi|^2\,r\,dr\,d\varphi=|u|^2\,dr\,d\varphi$. The extra term can therefore be read as a potential in a flat strip. For angular dependence $e^{il\varphi}$,

$$
-\frac{\hbar^2}{2m}u''+\frac{\hbar^2}{2m}\,\frac{l^2-\frac14}{r^2}\,u=Eu .
$$

The part with $l^2$ is kinetic energy along the arc. The part with $-\frac14$ remains when that motion is absent. In the thin limit $r$ may now be replaced by $R$, because no derivative multiplies the neglected terms, and the da Costa potential follows:

$$
V_C=-\frac{\hbar^2}{8mR^2}.
$$

On an arc of constant curvature this is a constant. It acquires meaning by comparison with a straight section. The junction between the two, where the curvature changes, is not treated here.

### Numbers

With $\hbar^2/(2m_0)=0.03810$ eV nm$^2$,

$$
\frac{\hbar^2}{2m}=\frac{0.03810}{0.19}=0.2005\ \text{eV nm}^2,
$$

$$
V_C=-\frac{0.2005}{4\times5^2}\ \text{eV}=-2.0\ \text{meV}.
$$

In Hartree atomic units this is $-7.37\times10^{-5}$ hartree.

The radius must be that of the midline. If 5 nm were the radius of the inner wall, the midline would lie at 6 nm and the potential would be $-1.39$ meV. If it were the radius of the outer wall, the midline would lie at 4 nm and the potential would be $-3.13$ meV. Both values keep $d=2$ nm.

### Finite thickness

To see how thin the layer must be, expand

$$
\frac1{r^2}=\frac1{R^2}\left(1-\frac{2q}{R}+\frac{3q^2}{R^2}-\dots\right).
$$

The linear term averages to zero because $\chi^2$ is even. For the quadratic term, use $2\cos^2x=1+\cos2x$:

$$
\langle q^2\rangle=\frac1d\int_{-d/2}^{d/2}q^2\left(1+\cos\frac{2\pi q}{d}\right)dq .
$$

The first part gives $d^2/12$. Two integrations by parts give $-d^2/(2\pi^2)$ for the second. Hence

$$
\Delta E\simeq V_C\left[1+\frac{3d^2}{R^2}\left(\frac1{12}-\frac1{2\pi^2}\right)\right].
$$

The linear term also acts in second order, by mixing transverse levels. That contribution is proportional to $V_C^2(d/R)^2/E_1$. Since $E_1\propto1/d^2$, it is of relative order $(d/R)^4$, beyond the correction kept here.

For $d=2$ nm the bracket is 1.016 and the formula gives $-2.037$ meV. Numerical diagonalization of the original radial problem, in polynomials that vanish at the walls, also gives $-2.037$ meV. For $d=1$ and 0.5 nm it gives $-2.013$ and $-2.007$ meV. The excess over the thin-layer value falls roughly fourfold at each halving of $d$, as the formula requires.

### Motion along the arc

A closed ring with $l=1$ shows how the curvature term combines with motion. In the thin limit the tangential kinetic energy is $\hbar^2/(2mR^2)=4|V_C|$, so the net shift is $3|V_C|$, or about $+6.0$ meV. Diagonalization at $d=2$ nm gives $+6.1$ meV. An attractive curvature potential therefore does not mean that every state of the bent layer lies below the straight subband edge.

The formal value $l^2=\frac14$ makes the two terms cancel at every $r$ and restores the straight-layer equation for any thickness. It is not an allowed angular momentum of an ordinary closed ring, but it shows that the coefficient $\frac14$ does not rest on the thin-layer limit.

## What the number means for silicon

A related real case is a rounded corner or shell in a thin-body silicon transistor. A radius of 5 nm is a plausible scale for such a corner. The thickness matters less than one might expect: a 5 nm body with the same midline radius has $d/R=1$, yet the bracket above is only 1.10, so the hard-wall shift grows by about a tenth. The isotropic mass also fails for most of silicon's valleys. Silicon's conduction valleys have rough masses of 0.92 along their long axis and 0.19 across it. With the cylinder axis along [001], the valley pair elongated along that axis has mass 0.19 throughout the cross-section, and the calculation applies to it. With hard walls, the edges of the other two pairs vary along the bend by up to about 390 meV, which dwarfs the 2 meV curvature potential.

This variation can be estimated by treating each part of the bend as locally flat. Let $p_n$ and $p_t$ be the momenta normal and tangential to the layer, and $w_{ij}$ the inverse-mass tensor. Completing the square gives

$$
w_{nn}p_n^2+2w_{nt}p_np_t+w_{tt}p_t^2
=w_{nn}\left(p_n+\frac{w_{nt}}{w_{nn}}p_t\right)^2+\left(w_{tt}-\frac{w_{nt}^2}{w_{nn}}\right)p_t^2 .
$$

At fixed $p_t$, a phase factor in $q$ removes the displacement of $p_n$ without disturbing the hard walls. The last coefficient is positive, so the edge lies at $p_t=0$ and depends on $w_{nn}$ alone. If the long axis makes an angle $\theta$ with the layer normal,

$$
E(\theta)=\frac{\hbar^2\pi^2}{2d^2}\left(\frac{\cos^2\theta}{0.92\,m_0}+\frac{\sin^2\theta}{0.19\,m_0}\right).
$$

This gives 102 meV at $\theta=0$, 298 meV at $45^\circ$ and 495 meV at $90^\circ$. These are local edges, not levels: they change by 390 meV over about 8 nm of arc, so motion along the bend is itself confined. With the tangential scale $\hbar^2/(2mR^2)\approx8$ meV and a well of about $393\,\theta^2$ meV, the zero-point energy is of order 50 meV. The 0.19 pair stays at 495 meV. At every point of the bend, at least one of the other pairs has $\theta\le45^\circ$ and lies at least 196 meV lower. At 300 K, where $k_BT=25.9$ meV, the Boltzmann factor for that gap is about $5\times10^{-4}$. The electrons to which the 2 meV result applies are thus a small minority in this hard-wall estimate. Penetration into the oxide, with the parameters given below, lowers the 0.19 pair more than the others and narrows the gap at $45^\circ$ to about 60 meV, for which the factor is about 0.1, so this Boltzmann factor should not be read as the population of a real device.

Even for that pair, other effects compete with curvature:

- **Thickness.** With hard walls $E_1\propto d^{-2}$, so a thickening of $d|V_C|/(2E_1)\approx0.004$ nm lowers the edge as much as the bend does. One additional atomic layer, roughly 0.14 nm on a (100) face, lowers it by about 60 meV in the same estimate. Penetration into the oxide, with the parameters of the next item, reduces this to about 23 meV.
- **Penetration into oxide.** With a rough barrier of 3.1 eV and oxide mass of $0.5\,m_0$, matching the wave and its flux at the interfaces lowers the straight edge from 495 to 252 meV. The bending shift becomes $-1.4$ meV. With the oxide mass set to $0.19\,m_0$ and the barrier unchanged, it is $-2.1$ meV, so the reduction depends on the mass contrast.
- **Nonparabolic bands.** Let $K$ be the parabolic confinement energy and take $E(1+\alpha E)=K$, with rough $\alpha=0.5$ eV$^{-1}$. The hard-wall shift is then $-1.4$ meV. At these confinement energies this dispersion is itself a rough extrapolation.
- **Transverse field.** A field of 1 MV/cm lowers the straight hard-wall edge by 0.9 meV, measured from the midline potential. With the oxide walls above, the same field lowers it by about 3 meV. In the bend the field also acts in first order: a charge-free radial field falls as $1/r$, its potential energy is $eFR\ln(1+q/R)\simeq eFq-eFq^2/(2R)$, and the last term shifts the hard-wall edge by $eF\langle q^2\rangle/(2R)\approx1.3$ meV at 1 MV/cm, up or down with the sign of the field. Field effects are therefore comparable to the curvature shift and can mask it.
- **Scattering.** For a rough mobility of 200 cm$^2$/Vs, the relaxation time $\tau=m\mu/e$ gives a broadening $\hbar/\tau$ of about 30 meV.
- **Band filling.** If a sheet density of $10^{13}$ cm$^{-2}$ were placed entirely in the 0.19 pair at zero temperature, it would fill the subband to about 29 meV. The in-plane masses are 0.19 and 0.92, with two valleys and two spins.

The layer must also be etched or grown in its curved shape. Bending a flat film to this radius about an unstretched midline would strain its faces by $d/(2R)=20\%$, and unstrained silicon masses and band edges could not be retained.

For the stated isotropic hard-wall channel, the curvature potential is attractive and equal to $-2.0$ meV. In a silicon channel at room temperature, it is a small correction to an energy landscape set mainly by valley orientation, thickness, the interfaces and gate electrostatics; a uniform sheet density of $10^{13}$ cm$^{-2}$ held by a gate on one side drops about 150 meV across a 2 nm layer.
